\section*{The Two Metric Signatures Give Different Real Clifford Algebras}

\section{An electron equation with no electron}

Take the momentum-space Dirac equation $(\slashed p-m)u=0$, written for the metric $\mathrm{diag}(+,-,-,-)$, and change the metric to $\mathrm{diag}(-,+,+,+)$ without changing anything else. Units are $\hbar=c=1$. The gamma matrices now obey the anticommutation relation of the new metric, so $\slashed p^2=p^2=-m^2$ on the mass shell. The eigenvalues of $\slashed p$ are therefore $\pm im$, and each occurs twice because $\slashed p$ is a traceless $4\times4$ matrix (the trace is shown to vanish below). Hence
\begin{equation}
\det(\slashed p-m)=\big[(im-m)(-im-m)\big]^2=(2m^2)^2=4m^4 .
\end{equation}
For $m\neq0$ the equation has no nonzero solution on the mass shell: the electron has disappeared. The solutions that remain have $p^2=+m^2$, which in the new metric is a spacelike momentum and does not describe an electron.

A second failure concerns real matrices. In the metric $(-,+,+,+)$ the Dirac equation can be written with four real $4\times4$ gamma matrices. A search for such matrices in the metric $(+,-,-,-)$ cannot succeed. The first failure comes from the changed sign of $\slashed p^2$ and is cured by a factor $i$ in the equation. The second cannot be cured with real $4\times4$ matrices: over the real numbers, the two metrics define different algebras. Real matrices for $(+,-,-,-)$ do exist in size $8\times8$, where each complex entry of a $4\times4$ gamma matrix is written as a real $2\times2$ block.

\section{The belief and its appeal}

The belief is that the signature is a matter of bookkeeping, so that the real Clifford algebra must be the same for both choices. Let the generators satisfy
\begin{equation}
e_\mu e_\nu+e_\nu e_\mu=2g_{\mu\nu},\qquad \mu,\nu=0,1,2,3. \label{cl}
\end{equation}
I call $g=(-,+,+,+)$ mostly plus and $g=(+,-,-,-)$ mostly minus. Both algebras have four generators and, as shown below, dimension 16. Both metrics have the same Lorentz group, since $\Lambda^Tg\Lambda=g$ is unchanged by $g\to-g$. Multiplying all generators by $i$ turns one relation into the other, and QED gives the same cross sections.

The weak point is the factor $i$, which does not belong to the real numbers. One generator is enough to show what it does. If $e^2=-1$, the real combinations $a+be$ are the complex numbers, in which a product of nonzero elements is nonzero. If $e^2=+1$, then $(1+e)(1-e)=0$. The two real algebras differ, although $e\to ie$ connects them once complex coefficients are allowed.

The difference is not present in every dimension. With one time and one space direction, the squares of the generators are $\{+1,-1\}$ for either signature. Exchanging the names of the two generators is then a real isomorphism. In four dimensions the squares are one of one sign and three of the other, and renaming cannot help. It must still be excluded that some less obvious real map does the work.

\section{A count that no real map can change}

Using \eqref{cl}, any product can be reordered and repeated generators removed. What remains is a real combination of the 16 ordered products $e_A$, called blades, one for each subset $A$ of $\{0,1,2,3\}$. Let $k$ be the number of factors, the grade.

Moving $e_\mu$ through $e_A$ gives the sign $(-1)^k$ if $\mu\notin A$, and $(-1)^{k-1}$ if $\mu\in A$, because $e_\mu$ commutes with itself. For $k=2,4$ choose $\mu\in A$; for $k=1,3$ choose $\mu\notin A$. Every blade except $1$ thus anticommutes with some generator. In any matrix representation this gives $e_\mu e_Ae_\mu^{-1}=-e_A$, and the trace of both sides yields $\mathrm{tr}\,e_A=0$.

The matrices of the 16 blades are therefore linearly independent. If $\sum_Ac_Ae_A=0$, multiply by $e_B^{-1}$ and take the trace. Each $e_Ae_B^{-1}$ with $A\ne B$ is, up to sign, a blade other than $1$, so only $c_B\,\mathrm{tr}\,1=0$ survives. Representations exist, as the next section shows, so the algebra has dimension 16.

Next come the squares. Reversing the order of $k$ anticommuting factors takes $k(k-1)/2$ exchanges. After reversal of the second factor in $e_Ae_A$, equal generators meet in pairs, and
\begin{equation}
e_A^2=(-1)^{k(k-1)/2}\prod_{\mu\in A}g_{\mu\mu}. \label{sq}
\end{equation}
For even $k$ the product is unchanged by $g\to-g$; for odd $k$ it changes sign. The numbers of positive and negative squares are:
\begin{center}
\begin{tabular}{lcc}
grade & mostly plus & mostly minus\\
0 & $1,\,0$ & $1,\,0$\\
1 & $3,\,1$ & $1,\,3$\\
2 & $3,\,3$ & $3,\,3$\\
3 & $3,\,1$ & $1,\,3$\\
4 & $0,\,1$ & $0,\,1$\\
total & $10,\,6$ & $6,\,10$
\end{tabular}
\end{center}

This count refers to a chosen basis. To free it from that choice, let $L_x$ be left multiplication by $x$, a linear map on the 16-dimensional algebra, and define
\begin{equation}
T(x,y)=\tfrac1{16}\,\mathrm{tr}(L_xL_y)=\tfrac1{16}\,\mathrm{tr}\,L_{xy}.
\end{equation}
The maps $L_x$ are themselves a representation, so $\mathrm{tr}\,L_{e_A}=0$ for $e_A\neq1$. Hence $T(e_A,e_B)=0$ for $A\neq B$, and $T(e_A,e_A)=e_A^2$. The table lists the signs of a diagonalized quadratic form.

Suppose a real isomorphism $\varphi$ existed. From $\varphi(xy)=\varphi(x)\varphi(y)$ follows $L_{\varphi(x)}=\varphi L_x\varphi^{-1}$, and the trace gives $T(\varphi(x),\varphi(y))=T(x,y)$. By Sylvester's law of inertia, a real change of basis cannot alter the numbers of positive and negative signs. Since $(10,6)\neq(6,10)$, there is no such $\varphi$. The belief is false.

\section{Which algebras they are}

Let $\sigma_j$ be the Pauli matrices and $\epsilon=i\sigma_2$, which is real with $\epsilon^2=-1$. For mostly plus take
\begin{equation}
\begin{aligned}
G_0&=\sigma_3\otimes\epsilon, & G_1&=\sigma_1\otimes1,\\
G_2&=\sigma_3\otimes\sigma_1, & G_3&=\sigma_3\otimes\sigma_3 .
\end{aligned}
\end{equation}
$G_1$ anticommutes with the others through the first factor; the others anticommute among themselves through the second. The squares are $-1,+1,+1,+1$. The 16 products are independent real $4\times4$ matrices, and the space of such matrices has dimension 16. The algebra is therefore all of $M_4(\mathbb R)$.

For mostly minus, let $q_1,q_2,q_3$ be the quaternion units, with $q_jq_k+q_kq_j=-2\delta_{jk}$, and take
\begin{equation}
E_0=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\qquad
E_k=\begin{pmatrix}0&q_k\\q_k&0\end{pmatrix}.
\end{equation}
Then $E_jE_k+E_kE_j=-2\delta_{jk}$ and $E_0^2=1$. The products $E_0E_k$ and $E_kE_0$ have opposite off-diagonal entries, so they cancel in the sum. With $q_k=-i\sigma_k$ these are complex $4\times4$ matrices, to which the independence argument applies. A quaternionic $2\times2$ matrix has $4\times4=16$ real parameters, so the algebra is all of $M_2(\mathbb H)$.

The inertia can be recounted without blades. On $M_4(\mathbb R)$, $T(X,X)=\frac14\mathrm{tr}X^2$ is positive for symmetric and negative for antisymmetric matrices, of which there are 10 and 6 independent ones. On $M_2(\mathbb H)$, $T(X,X)=\frac12\mathrm{Re}\,\mathrm{tr}X^2$ is positive for Hermitian matrices, with $2+4=6$ parameters, and negative for anti-Hermitian ones, with $3+3+4=10$.

The failed search is now explained. Four real $4\times4$ matrices obeying the mostly-minus relation would have 16 independent products and would generate $M_4(\mathbb R)$, whose inertia is $(10,6)$ and not $(6,10)$.

The assignment depends on the sign in \eqref{cl}. If the relation is written with $-2g_{\mu\nu}$, the two algebras change places. A statement such as ``mostly plus is real'' is incomplete without that sign.

\section{What this does not say about Majorana fields}

It would be a new error to conclude that Majorana fields need the mostly-plus metric. The matrices $iG_\mu$ are purely imaginary and obey the mostly-minus relation. With them, $i\gamma^\mu\partial_\mu-m$ is a real operator, so a neutral field can be real. What mostly minus forbids is real $4\times4$ gamma matrices, not real spinors.

The distinction can be read off in any complex basis with unitary gammas. Look for a unitary $B$ with
\begin{equation}
\gamma_\mu B=s\,B\gamma_\mu^*,\qquad s=\pm1 .
\end{equation}
The complex conjugate relation is $\gamma_\mu^*B^*=sB^*\gamma_\mu$. Therefore $\gamma_\mu BB^*=sB\gamma_\mu^*B^*=BB^*\gamma_\mu$. A matrix commuting with all gammas commutes with all complex $4\times4$ matrices, since the 16 blades span them, so $BB^*=c\,1$. Conjugation gives $B^*B=c^*1$, while $B^*B=B^{-1}(BB^*)B=c\,1$. Thus $c$ is real, and unitarity leaves $c=\pm1$. If $B_1$ and $B_2$ are two solutions for the same $s$, then $B_1B_2^{-1}$ commutes with all gammas, so they differ only by a phase, which drops out of $BB^*$. The sign $c$ is therefore fixed by the gammas and $s$.

For a unitary change of basis $\gamma_\mu\to W\gamma_\mu W^{-1}$, $B$ becomes $WBW^T$, and $BB^*$ becomes $WBB^*W^{-1}$: $c$ does not change. It can be evaluated in convenient bases. For $G_\mu$, which is real, $B=1$ solves the case $s=+1$ and $c=+1$. For $E_\mu$ with $q_k=-i\sigma_k$, the identity $\sigma_2\sigma_k^*\sigma_2=-\sigma_k$ shows that $B=1\otimes\sigma_2$ solves $s=+1$, and $\sigma_2\sigma_2^*=-1$ gives $c=-1$. Multiplying the gammas by $i$ exchanges the metrics and reverses $s$ at fixed $B$. So for $s=-1$ mostly minus has $c=+1$, which is the imaginary Majorana form, and mostly plus has $c=-1$. The same four signs were found numerically in a scrambled basis.

\section{What survives the change of metric}

With complex coefficients, set
\begin{equation}
\gamma_+^\mu=-i\gamma_-^\mu,\qquad \gamma_-^\mu=i\gamma_+^\mu , \label{map}
\end{equation}
where the subscript names the metric. The factor $(-i)^2=-1$ reverses the anticommutator, as required. A blade of grade $k$ acquires $(-i)^k$. This is an isomorphism of complex algebras, both equal to $M_4(\mathbb C)$.

On even blades the factor is $(-1)^{k/2}$, which is real. The even subalgebras are thus isomorphic over the real numbers as well. They contain the spin matrices of proper Lorentz transformations. An infinitesimal transformation $\delta x^\mu=\omega^\mu{}_\nu x^\nu$ acts on spinors through $\frac14\omega_{\mu\nu}\gamma^\mu\gamma^\nu$. Under the change of metric $\omega_{\mu\nu}=g_{\mu\lambda}\omega^\lambda{}_\nu$ changes sign, and so does $\gamma^\mu\gamma^\nu$. The spin matrix is the same.

Reflections involve odd elements. The map $x\to-e_1xe_1^{-1}$ reverses the component of a vector $x$ along $e_1$ and keeps the others. Applied twice, it is the identity on vectors, but the element $e_1$ squares to $+1$ for mostly plus and $-1$ for mostly minus. On a solution of the massive Dirac equation $e_1$ also reverses the sign of $m$. The matrix that maps solutions to solutions with the reflected momentum must anticommute with $e_1$ and commute with the other generators; it is $e_0e_2e_3$. By \eqref{sq} its square is $-g_{00}g_{22}g_{33}$, again $+1$ for mostly plus and $-1$ for mostly minus. A complex spinor admits an additional phase $i$, which turns one square into the other. Within the real algebra that phase is not available.

\section{Translating the rules of QED}

Momentum components $p^\mu$ are the same numbers in both conventions; the lowered components $p_\mu$ have opposite signs in the two. With \eqref{map} and $g_-=-g_+$,
\begin{equation}
\slashed p_-=\gamma_-^\mu g_{-\mu\nu}p^\nu=(i\gamma_+^\mu)(-g_{+\mu\nu})p^\nu=-i\slashed p_+ .
\end{equation}
Substitution in $(\slashed p_--m)u=0$ and multiplication by $-1$ gives
\begin{equation}
(i\slashed p_++m)u=0 .
\end{equation}
This equation has solutions, because $i\slashed p_+$ has eigenvalues $\pm m$. In position space $\partial_\mu$ needs no metric, and $i\gamma_-^\mu\partial_\mu-m=-(\gamma_+^\mu\partial_\mu+m)$. The mostly-plus equation $(\gamma_+^\mu\partial_\mu+m)\psi=0$ is real when the gammas are. The adjoint $\bar u=u^\dagger\gamma_-^0$ becomes $u^\dagger i\gamma_+^0$.

For an internal electron line between two photon vertices, with $q_-^2=-q_+^2$,
\begin{equation}
\frac{\slashed b_-(\slashed q_-+m)\slashed a_-}{q_-^2-m^2}
=\frac{(-i)^2\slashed b_+(m-i\slashed q_+)\slashed a_+}{-(q_+^2+m^2)}
=\frac{\slashed b_+(m-i\slashed q_+)\slashed a_+}{q_+^2+m^2}.
\end{equation}
The two minus signs cancel. Nothing has been approximated: the same matrices have been written in other letters. The same substitution applies to every factor of a tree diagram, including the metric and the $q^2$ in a photon propagator. There $g_{\mu\nu}/q^2$ is unchanged, and the two vertex matrices at its ends leave a factor $i^2=-1$ that has to be kept.

One may also use unrelated matrices, such as $E_\mu$ in one calculation and $G_\mu$ in the other. Here and in the numerical example they serve as the matrices with upper index, $\gamma_-^\mu=E_\mu$ and $\gamma_+^\mu=G_\mu$; this is allowed because $g^{\mu\nu}$ and $g_{\mu\nu}$ have the same entries. Let $M_A$ and $N_A$ be the blades built from $iG_\mu$ and $E_\mu$, and put $S=\sum_AM_AXN_A^{-1}$. Multiplication by a generator from the left and its inverse from the right only permutes the terms, the signs cancelling, so $iG_\mu S=SE_\mu$. Some $X$ gives $S\neq0$, because the $M_A$ are independent. The kernel of $S$ is mapped into itself by all $E_\mu$, hence by all $4\times4$ matrices, so it is zero and $S$ is invertible. The generators are unitary, so $S^\dagger S$ commutes with all $E_\mu$ and is a positive multiple of $1$; rescaling makes $S$ unitary. With $u_+=Su_-$, the factors $S^\dagger S$ cancel in every amplitude.

\section{A number: Compton scattering}

Let a photon of energy $\omega=10000$ hartree scatter through $\theta=60^\circ$ from a free electron at rest. Initial and final momenta are $p,k$ and $p',k'$. Without the factor $e^2$ and a common phase, the tree amplitude in mostly minus is
\begin{equation}
\mathcal M=\bar u'\left[
\frac{\slashed\varepsilon'^*(\slashed p+\slashed k+m)\slashed\varepsilon}{(p+k)^2-m^2}
+\frac{\slashed\varepsilon(\slashed p-\slashed k'+m)\slashed\varepsilon'^*}{(p-k')^2-m^2}\right]u ,
\end{equation}
with $\bar uu=2m$. In $\slashed\varepsilon'^*$ only the polarization vector is conjugated.

Replacing $\varepsilon$ by $k$ must give zero. In the first term $\slashed ku=(\slashed p+\slashed k-m)u$, which cancels the denominator and leaves $\bar u'\slashed\varepsilon'^*u$. In the second, let $r=p-k'=p'-k$. Then $\bar u'\slashed k=\bar u'(m-\slashed r)$, and $(m-\slashed r)(\slashed r+m)=m^2-r^2$ leaves $-\bar u'\slashed\varepsilon'^*u$. The sum vanishes, as it was found to do numerically in both conventions.

The electron rest energy is $1/\alpha^2=18778.865$ hartree, so $\omega/m=0.532514$. Squaring $p'=p+k-k'$ gives $m(\omega-\omega')=\omega\omega'(1-\cos\theta)$, hence
\begin{equation}
\frac{\omega'}{\omega}=\frac1{1+(\omega/m)(1-\cos\theta)}=\frac1{1+0.266257}=0.789729 .
\end{equation}

The amplitudes were evaluated with the quaternionic matrices $E_\mu$ in mostly minus and with the real matrices $G_\mu$ and translated rules in mostly plus. Take the electron spin up along the incident direction before the collision, the boosted spin-up spinor after it, and the polarizations $\varepsilon=(0,1,i,0)/\sqrt2$ and $\varepsilon'=(0,\cos\theta,i,-\sin\theta)/\sqrt2$. Both calculations give $\mathcal M=1.306230$. For all 16 combinations of spins and polarizations the two complex amplitudes differ by less than $10^{-10}$.

Summing $|\mathcal M|^2$ over the 16 combinations and dividing by the 4 initial ones gives $\overline{|\mathcal M|^2}=2.611972$ in either convention. The Klein--Nishina formula, not derived here, serves as an outside check:
\begin{equation}
2\left(\frac{\omega'}{\omega}+\frac{\omega}{\omega'}-\sin^2\theta\right)
=2(0.789729+1.266257-0.75)=2.611972 .
\end{equation}

For the cross section, the flux factor is $1/(4m\omega)$. The two-body phase space is
\begin{equation}
\frac{d\Phi}{d\Omega}=\int\frac{\omega'\,d\omega'}{16\pi^2E'}\,\delta(E'+\omega'-m-\omega)
=\frac{\omega'^2}{16\pi^2m\omega},
\end{equation}
because $d(E'+\omega')/d\omega'=[m+\omega(1-\cos\theta)]/E'=m\omega/(\omega'E')$. Restoring $e^4=16\pi^2\alpha^2$ and using $1/m=\alpha a_0$,
\begin{equation}
\frac{d\sigma}{d\Omega}=\frac{\alpha^4a_0^2}{4}\left(\frac{\omega'}{\omega}\right)^2\overline{|\mathcal M|^2}.
\end{equation}
With $\alpha=0.007297353$ this is
\begin{equation}
\frac{d\sigma}{d\Omega}=7.08927\times10^{-10}\times0.623672\times2.611972\;a_0^2/\mathrm{sr}
=1.1549\times10^{-9}\,a_0^2/\mathrm{sr},
\end{equation}
or $0.03234$ barn/sr. Electron binding and radiative corrections are left out, so the later digits serve to check the arithmetic and do not predict a measurement.

For $\omega\ll m$ the energy ratio tends to 1 and the average to $2(1+\cos^2\theta)$, which is $2.5$ at this angle. The cross section becomes the Thomson value $\frac12\alpha^4a_0^2(1+\cos^2\theta)$. The value at 10000 hartree is $0.623672\times2.611972/2.5=0.652$ of it. The reduction comes from the factor $(\omega'/\omega)^2$, since the averaged squared amplitude is slightly larger than in the limit.

The agreement of these numbers is no evidence for equal real algebras. An amplitude is computed with complex coefficients, where \eqref{map} is allowed. The integers $(10,6)$ and $(6,10)$ answer the question about real coefficients, and they differ. The numerical output below lists both sets of results.

\section*{Computed values}
\begin{verbatim}
mostly plus: plus, minus signs of trace form (count): 10 6
mostly plus: squares of e0 and e1 (no unit): -1 1
mostly plus: B B* for s = +1 (no unit): +1.000000
mostly plus: B B* for s = -1 (no unit): -1.000000
mostly minus: plus, minus signs of trace form (count): 6 10
mostly minus: squares of e0 and e1 (no unit): 1 -1
mostly minus: B B* for s = +1 (no unit): -1.000000
mostly minus: B B* for s = -1 (no unit): +1.000000
M4(R): plus, minus signs of trace form (count): 10 6
M2(H): plus, minus signs of trace form (count): 6 10
real span of products of G, of E (dimension): 16 16
blade products checked, complex map (count): 256
even blade products checked, real map (count): 64
fine-structure constant (no unit): 0.007297353
electron rest energy (hartree): 18778.865
incident photon energy (hartree): 10000.0
scattering angle (degree): 60.0
incident photon energy / rest energy (no unit): 0.532514
scattered photon energy (hartree): 7897.292
scattered / incident photon energy (no unit): 0.789729
amplitude below: first spin state to first, h = +1 to h = +1
amplitude, mostly minus (no unit): +1.30622958 +0.00000000 i
amplitude, mostly plus (no unit): +1.30622958 +0.00000000 i
amplitudes compared (count): 16
largest amplitude difference below 1e-10 (true or false): True
largest Ward-identity violation below 1e-10 (true or false): True
spin average, mostly minus (no unit): 2.61197203
spin average, mostly plus (no unit): 2.61197203
Klein-Nishina value (no unit): 2.61197203
determinant, untranslated equation (m^4): 4.000000
determinant, translated equation (m^4): 0.000000
differential cross section (a0^2/sr): 1.154852e-09
differential cross section (barn/sr): 0.032339
\end{verbatim}
